One resonance from four dangling-bond orientations in a [001] field

**Problem**

A silicon dangling bond at an oxide interface carries one unpaired electron, S = 1/2. Its g tensor is axial about the bond direction n, with g∥ = 2.0014 along n and g⊥ = 2.0088 across it. In an oxidized porous silicon layer on a (001) wafer, bonds point along all four <111> axes. The microwave frequency is held at ν = 9.5 GHz and the static field B is swept. Treat the centres as independent and perfectly aligned, and at first without nuclear spins.

(a) Find the resonance field for an arbitrary angle between B and n.

(b) Show that a field along [001] gives one resonance, near g = 2.0063.

(c) Which other field directions merge all four orientations? Compare with [111] and [110].

(d) Show that all four orientations contribute to the [001] line when the microwave field is along [100].

(e) Estimate how misalignment, strain, ²⁹Si nuclei and neighbouring spins modify the single line. Use a tilt of 1°, a Gaussian spread of g⊥ with standard deviation 0.0008, hyperfine constants of 15 mT (parallel) and 9 mT (perpendicular), a ²⁹Si abundance of 4.7 %, and 10¹² centres per cm². These are rough values.

**Solution**

**(a) Resonance condition**

Let b be the unit vector along B, and let S be the spin operator in units of ħ. The Zeeman Hamiltonian is

H = μB B b·g·S, g = g⊥ 1 + (g∥ − g⊥) n nᵀ.

Define the real vector a = g·b, so that H = μB B a·S. For spin 1/2, SᵢSⱼ + SⱼSᵢ = δᵢⱼ/2, and therefore

(a·S)² = ½ Σᵢⱼ aᵢaⱼ (SᵢSⱼ + SⱼSᵢ) = |a|²/4.

The eigenvalues of a·S can thus only be ±|a|/2. Its trace is zero, so both signs occur. The two levels are ±μB B|a|/2, and their separation is μB B|a|.

To find |a|, split b into parts along and across the bond:

b = c n + b⊥, c = n·b, |b⊥|² = 1 − c².

The tensor multiplies the first part by g∥ and the second by g⊥:

a = g∥ c n + g⊥ b⊥.

The two terms are perpendicular, so their squares add. Writing g for the length |a|,

g² = g∥² c² + g⊥² (1 − c²), B = hν/(μB g).

The sign of c drops out, so n and −n are equivalent. This is why the eight <111> directions amount to four axes.

**(b) Field along [001]**

Take the four axes as

n₁ = (1, 1, 1)/√3
n₂ = (1, −1, −1)/√3
n₃ = (−1, 1, −1)/√3
n₄ = (−1, −1, 1)/√3.

For b = (0, 0, 1), c is the z component of n, which is +1/√3 or −1/√3. Hence c² = 1/3 for every axis, and the angle between the field and each undirected axis is 54.74°. All four orientations have

g₀₀₁² = (g∥² + 2g⊥²)/3.

With the given values,

g₀₀₁² = (4.005602 + 2 × 4.035277)/3 = 4.02539,

g₀₀₁ = 2.00634.

At 9.5 GHz the common field is 338.305 mT. Equal g at equal frequency means equal resonance field, so the four orientations form one line.

The last digit needs some care. If each input g value is uncertain by half a unit in its fourth decimal, g₀₀₁ lies between 2.00629 and 2.00639. "Near 2.0063" is therefore justified, but a fifth decimal has no physical weight here. The same input uncertainty moves the resonance field by about 0.008 mT, so the third decimal of a field in mT serves only to compare calculations.

The simple weighted mean, gₘ = (g∥ + 2g⊥)/3, is almost the same number. Subtracting its square gives

g₀₀₁² − gₘ² = [3g∥² + 6g⊥² − g∥² − 4g∥g⊥ − 4g⊥²]/9
= (2/9)(g∥ − g⊥)².

The difference is second order in the anisotropy. Dividing by g₀₀₁ + gₘ gives g₀₀₁ − gₘ = 3.0 × 10⁻⁶, well below the input rounding.

**(c) Other field directions**

For a general b, let p = bₓb_y, q = b_yb_z and r = b_zbₓ. Squaring n·b and using |b| = 1 gives

c₁² − 1/3 = (2/3)(p + q + r)
c₂² − 1/3 = (2/3)(−p + q − r)
c₃² − 1/3 = (2/3)(−p − q + r)
c₄² − 1/3 = (2/3)(p − q − r).

The right-hand sides add to zero, so the four c² always add to 4/3. When the four expressions are squared and added, each cross term pq, qr or rp appears twice with each sign and cancels. This leaves

Σᵢ (cᵢ² − 1/3)² = (16/9)(p² + q² + r²).

Since g∥ ≠ g⊥, the four g values coincide if and only if the four c² coincide. Their sum then makes each equal to 1/3, so p = q = r = 0. If two components of b were nonzero, their product would be nonzero too. Thus two components must vanish, and b lies along [100], [010] or [001], in either sense. Within this model, no other direction merges all four lines.

For B along [111], one axis has c² = 1 and three have c² = 1/9. The lines are at g = 2.00140 (one axis) and g = 2.00798 (three axes), separated by 1.111 mT.

For B along [110], two axes have c² = 2/3 and two have c² = 0. The lines are at g = 2.00387 and g = 2.00880, with two axes each, separated by 0.831 mT.

The single [001] line therefore does not show that the defect is isotropic. Rotating the sample reveals the anisotropy. Since Σc² = 4/3, the mean of g² over the four axes stays at g₀₀₁² during this rotation, even though the lines separate.

The resonance fields were also found by diagonalizing H and searching for the field at which the level separation equals hν. For [001], [111], [110] and a general direction parallel to (0.3, −0.5, 0.9), the resulting g values agree with the angular formula within 10⁻¹⁰. The general direction gives four separate lines.

**(d) Strength of the transition**

A microwave field of amplitude B₁ along the unit vector b₁ adds the operator μB B₁ w·S, where w = g·b₁. The static eigenstates have their spin along or against u = a/|a|. The part of w along u does not flip the spin. The perpendicular part, of length |u × w|, multiplies a transverse spin component whose matrix element between the two states has magnitude 1/2. The squared matrix element of w·S is therefore

M² = |u × w|²/4 = [|w|² − (u·w)²]/4.

For b₁ along [100], every axis has (n·b₁)² = 1/3, so |w|² = g₀₀₁² by the same algebra as in (b). For the other term, use the symmetry of g:

w·a = b₁·g²·b = (g∥² − g⊥²) nₓn_z.

Here b₁·b = 0 has removed the isotropic part of g². Since |nₓn_z| = 1/3 for all axes,

M² = ¼ [g₀₀₁² − (g⊥² − g∥²)²/(9g₀₀₁²)] = 1.00634.

This is nonzero and equal for all four orientations. Equal populations of the four axes consequently give equal contributions to the line. With the microwave field along [110] instead, the values differ between axes by 0.49 % of their mean, but the resonance position is unchanged.

Net absorption also needs a population difference. With Boltzmann factors exp(±x), where x = hν/(2k_BT), the fractional difference is

(eˣ − e⁻ˣ)/(eˣ + e⁻ˣ) = tanh x.

At 300 K this is 7.6 × 10⁻⁴, the same for every orientation because the level separation is the same. In this model, with fixed g values, temperature changes the strength of the line and not its position.

**(e) What disturbs the single line**

*Misalignment.* Tilt b from [001] by a small angle δ towards azimuth φ, measured from [100]. To first order, p = 0, q = δ sin φ and r = δ cos φ. The four values of c² − 1/3 are then (2/3)δ(±sin φ ± cos φ), with all four sign choices. Their total range is

Δ(c²) = (4/3)δ(|sin φ| + |cos φ|).

This is largest at φ = 45°, towards [110], where it equals (4√2/3)δ. Because B is proportional to 1/g at fixed frequency, |ΔB|/B = |Δ(g²)|/(2g²) to first order. The largest splitting is

ΔB = B (2√2/3)(g⊥² − g∥²) δ/g₀₀₁².

For δ = 1° = 0.01745 rad,

ΔB = 338.305 mT × 0.9428 × 0.029675 × 0.01745/4.02539 = 0.041 mT.

*Strain.* Let g⊥ vary from centre to centre, with g∥ and the bond direction fixed. Differentiating g₀₀₁² gives dg₀₀₁/dg⊥ = 2g⊥/(3g₀₀₁), so

dB/dg⊥ = −2g⊥B/(3g₀₀₁²).

A standard deviation of 0.0008 in g⊥ gives 0.090 mT in field. Multiplying by 2√(2 ln 2) = 2.355 for a Gaussian gives a full width at half maximum of about 0.21 mT. This is about five times the splitting from a 1° tilt. At 1° tilt towards [110] the four widths are still nearly equal, and a sum of four equal Gaussians of this width has one maximum. The same sum has three maxima at 20°, but that count is only illustrative: the strain width of each line varies nearly as 1 − c², and with these unequal widths two of the three maxima merge at 20°, leaving two. One observed maximum therefore does not prove perfect alignment.

*²⁹Si nuclei.* If the atom carrying the bond is ²⁹Si, with nuclear spin I = 1/2, the term S·A·I is added, where A is axial about n. To first order the electron spin stays along u, and the nucleus sees m_S u·A·I. With K = |A·u|, the transition that keeps the nuclear state has energy gμB B ± K/2. Setting this equal to hν gives two fields separated by K/(gμB). Since u = (g∥c n + g⊥b⊥)/g and c² = 1/3,

K² = (g∥²A∥² + 2g⊥²A⊥²)/(3g₀₀₁²).

The stated constants are converted to energies by A∥ = g∥μB × 15 mT and A⊥ = g⊥μB × 9 mT. The splitting is then 11.337 mT. Diagonalizing all four electron–nuclear levels gives 11.340 mT, with satellites near 332.5 and 343.9 mT. The third decimals of the two splittings serve only to compare the calculations; with such rough constants the splitting is about 11 mT. The satellite fields coincide for all four axes.

"One resonance" thus refers to the central line, which contains 95.3 % of the centres. Each satellite contains 2.35 %. The nuclear Zeeman energy and more distant ²⁹Si nuclei have been left out; in a real sample the latter can add smaller splittings or extra width to the central line.

*Neighbouring spins.* At 10¹² centres per cm², evenly spread centres are about r = 10 nm apart. A neighbour with moment gμB/2 produces its largest field on its own axis:

B_dip = (μ₀/4π)(2/r³)(gμB/2) = μ₀gμB/(4πr³) = 0.0019 mT.

This is small beside the strain width. Centres placed at random on a plane have a mean nearest-neighbour distance of half this spacing, 5 nm, where the field is eight times larger, about 0.015 mT, and still small. At 2 nm, however, it reaches about 0.23 mT. The neighbour shifts the line up or down by this amount according to its spin, so a pair lying along the field splits by 2B_dip ≈ 0.47 mT, or by 3B_dip ≈ 0.70 mT when both spins resonate at the same field and exchange spin flips. Either value exceeds the strain width; pairs at other angles split less. For random placement, the share of centres with a neighbour within 2 nm is 1 − exp(−π × 0.01 nm⁻² × 4 nm²), or about 12 %. For this minority the assumption of independence fails.

**Relation to a real layer**

The g values used here are of the kind associated with silicon dangling bonds at Si/SiO₂ interfaces. Oxidized porous silicon is a suitable setting because its internal surfaces can expose all four bond axes. Unequal populations of those axes would change their weights but not the position of the [001] line. Real interfaces depart from the assumption of identical g tensors: for the spread assumed here, one standard deviation moves an individual centre's g by about 0.0005, although a symmetric spread leaves the line centre unchanged to first order. Other defect types with different g tensors may add lines of their own, so the result concerns this family of centres and not the complete spectrum of a sample.

Table of computed values

```
g parallel, g perpendicular: 2.0014, 2.0088
microwave frequency: 9.5 GHz
g parallel squared: 4.005602
g perpendicular squared: 4.035277
g squared for [001]: 4.025386
angle of [001] to each axis: 54.736 deg
B along [001]: g = 2.006336, B = 338.305 mT, axes = 4
B along [111]: g = 2.007979, B = 338.028 mT, axes = 3
B along [111]: g = 2.001400, B = 339.139 mT, axes = 1
B along [110]: g = 2.008800, B = 337.890 mT, axes = 2
B along [110]: g = 2.003870, B = 338.721 mT, axes = 2
weighted mean g: 2.006333
g001 minus weighted mean: 3.03e-06
g001 range from input rounding: 2.00629 to 2.00639
line separation for [111]: 1.111 mT
line separation for [110]: 0.831 mT
squared matrix element, drive [100]: 1.00634
relative variation between axes, drive [110]: 0.49 %
assumed tilt: 1.0 deg
largest splitting at this tilt: 0.0410 mT
first-order tilt formula: 0.0410 mT
assumed standard deviation of g perpendicular: 0.0008
strain full width at half maximum: 0.212 mT
peaks in summed profile at 1 deg tilt: 1
peaks in summed profile at 20 deg tilt: 3
assumed hyperfine parallel, perpendicular: 15.0, 9.0 mT
assumed 29Si abundance: 4.7 %
share of centres in central line: 95.3 %
share in each satellite: 2.35 %
satellite fields: 332.540, 343.880 mT
satellite splitting, diagonalized: 11.340 mT
satellite splitting, first order: 11.337 mT
assumed density of centres: 1.0e+12 per cm2
typical distance between centres: 10.0 nm
largest field of one neighbour: 0.00186 mT
temperature: 300 K
thermal spin polarization: 7.599e-04
```
